# Current Sharing in Three Stacked Nanosheets Fed from the Top

## Problem

A nanosheet transistor carries its current in several thin silicon sheets stacked one above another. Three identical sheets, numbered 1 to 3 from top to bottom, each have resistance $R=3\ \mathrm{k\Omega}$ from one end to the other. A metal contact touches the near end of sheet 1. One vertical link of resistance $r=1\ \mathrm{k\Omega}$ joins the near ends of sheets 1 and 2, and a second equal link joins those of sheets 2 and 3. The far ends of all three sheets are joined by a conductor of negligible resistance. Sheets and links obey Ohm's law.

(a) Find the total resistance between the contact and the common far end.

(b) Find the fraction of the total current carried by each sheet.

(c) Obtain both results for general $R$ and $r$, and examine very good and very poor links.

(d) How do the results change if a third link of resistance $r$ lies between the contact and sheet 1? How do they change if, instead, the current is also collected at the top, through equal links between the far ends?

(e) For 20 mV across the original circuit, find the currents, the sheet voltages and the heat. Judge how well the circuit represents a real transistor.

## Solution

### The circuit

Let $I_1,I_2,I_3$ be the sheet currents, all counted positive from the near end to the far end. Current for sheet 3 must pass through both links, and current for sheet 2 must pass through the upper one. By Kirchhoff's current law,

- the lower link carries $I_3$;
- the upper link carries $I_2+I_3$;
- the contact supplies $I=I_1+I_2+I_3$.

The upper link is therefore shared. This rules out treating the sheets as three separate paths of resistance $R$, $R+r$ and $R+2r$. That treatment would give

$$
\left(\frac13+\frac14+\frac15\right)^{-1}\mathrm{k\Omega}=\frac{60}{47}\ \mathrm{k\Omega}\approx1.277\ \mathrm{k\Omega},
$$

which is too low. It gives sheets 2 and 3 private copies of the upper link, whereas in the actual circuit the current of each adds to the voltage drop suffered by the other.

### (a) Total resistance

The circuit is a ladder, and it can be folded up from the bottom, where the current has a single path.

The lower link and sheet 3 carry the same current, so they are in series:

$$
r+R=1+3=4\ \mathrm{k\Omega}.
$$

This branch runs from the near end of sheet 2 to the common far end, as sheet 2 itself does. The two are in parallel:

$$
\frac{3\times4}{3+4}=\frac{12}{7}\ \mathrm{k\Omega}\approx1.714\ \mathrm{k\Omega}.
$$

All current entering this combination comes through the upper link, which is in series with it:

$$
1+\frac{12}{7}=\frac{19}{7}\ \mathrm{k\Omega}\approx2.714\ \mathrm{k\Omega}.
$$

Finally, this branch is in parallel with sheet 1:

$$
R_{\rm tot}=\frac{3\times 19/7}{3+19/7}
=\frac{57/7}{40/7}=\frac{57}{40}\ \mathrm{k\Omega}=1.425\ \mathrm{k\Omega}.
$$

With links of zero resistance the three sheets would give $R/3=1\ \mathrm{k\Omega}$. The links raise the total by 42.5 % relative to that value.

### (b) Current shares

Start at the bottom again and express every current through $I_3$. The voltage across sheet 2 equals the voltage across the lower link plus that across sheet 3, because both routes join the same two points:

$$
RI_2=rI_3+RI_3 .
$$

Dividing by $R$ and writing $x=r/R$ gives

$$
I_2=(1+x)I_3 .
$$

The voltage across sheet 1 likewise equals the drop in the upper link plus the voltage across sheet 2:

$$
RI_1=r(I_2+I_3)+RI_2 .
$$

Divide by $R$ and insert $I_2$:

$$
\begin{aligned}
I_1&=I_2+x(I_2+I_3)\\
&=\left[(1+x)+x(2+x)\right]I_3\\
&=(1+3x+x^2)I_3 .
\end{aligned}
$$

Here $x=1/3$, so

$$
I_1:I_2:I_3=\frac{19}{9}:\frac43:1=19:12:9 .
$$

The sum of these integers is 40. The shares are

$$
\frac{I_1}{I}=\frac{19}{40}=47.5\,\%,\qquad
\frac{I_2}{I}=\frac{12}{40}=30\,\%,\qquad
\frac{I_3}{I}=\frac{9}{40}=22.5\,\% .
$$

The top sheet carries a little more than twice the current of the bottom sheet, although the sheets are identical. The difference comes from the voltage lost in the links.

### (c) General result and limits

The sum of the three currents is

$$
I=\left[(1+3x+x^2)+(1+x)+1\right]I_3=(3+4x+x^2)I_3 .
$$

Sheet 1 lies directly between the contact and the far end, so the applied voltage is $V=RI_1$. Hence

$$
R_{\rm tot}=\frac{V}{I}=R\,\frac{I_1}{I}
=R\,\frac{1+3x+x^2}{3+4x+x^2}.
$$

The total resistance is thus $R$ times the share of the top sheet. The numbers agree: $3\ \mathrm{k\Omega}\times19/40=57/40\ \mathrm{k\Omega}$.

**Good links, $r\ll R$.** To first order in $x$,

$$
R_{\rm tot}\approx\frac R3\,(1+3x)\left(1-\frac{4x}{3}\right)
\approx\frac R3\left(1+\frac{5x}{3}\right)=\frac R3+\frac{5r}{9}.
$$

The factor $5/9$ has a direct meaning. With nearly equal sheet currents, the upper link carries $2I/3$ and the lower link $I/3$. Their heat is $rI^2(4/9+1/9)=5rI^2/9$, which is the heat of a resistance $5r/9$ carrying the whole current.

**Poor links, $r\gg R$.** Subtracting the fraction from 1 gives

$$
R_{\rm tot}=R\left[1-\frac{2+x}{3+4x+x^2}\right]\approx R\left(1-\frac1x\right)=R-\frac{R^2}{r}.
$$

The total tends to $R$ and the share of the top sheet tends to 1. The lower sheets are still present, but hardly any current reaches them.

**A check through the heat.** For a fixed total current, the heat produced per unit time is

$$
P=R(I_1^2+I_2^2+I_3^2)+r\left[(I_2+I_3)^2+I_3^2\right].
$$

Move a small current $\delta$ from sheet 1 to sheet 2. To first order in $\delta$, the heat changes by

$$
2\delta\left[RI_2+r(I_2+I_3)-RI_1\right].
$$

Moving $\delta$ from sheet 2 to sheet 3 leaves the upper link's current unchanged and changes the heat by

$$
2\delta\left[RI_3+rI_3-RI_2\right].
$$

Both brackets vanish when the two voltage equations of part (b) hold. Since $P$ is a sum of squares with positive coefficients, this stationary point is its minimum. The actual split therefore produces the least heat among all splits of the same total current. A direct numerical search for this minimum, which does not use the voltage equations, gives 0.4750 for the top share and 0.3000 for the middle share, in agreement with part (b).

### (d) Two other ways of connecting the stack

**A link above sheet 1.** This link carries the whole current $I$ and is in series with everything found so far. The total becomes

$$
1.425+1=2.425\ \mathrm{k\Omega}.
$$

The equations that fix the ratios of the sheet currents do not contain the new link, so the shares stay at 47.5, 30 and 22.5 %. At a fixed applied voltage all three currents fall by the same factor.

**Collection from the top as well.** Now the current leaves at the far end of sheet 1, and the currents of the lower sheets must climb back through links at that end. The upper far link carries $I_2+I_3$ and the lower far link carries $I_3$, the same currents as in the matching near links. The voltage equations become

$$
RI_2=2rI_3+RI_3,\qquad RI_1=2r(I_2+I_3)+RI_2 .
$$

These are the earlier equations with $r$ replaced by $2r$. We therefore set $x=2/3$:

$$
I_1:I_2:I_3=\left(1+2+\frac49\right):\frac53:1=31:15:9 .
$$

The sum is 55, so the shares are 56.4, 27.3 and 16.4 %, and

$$
R_{\rm tot}=3\times\frac{31}{55}\ \mathrm{k\Omega}\approx1.691\ \mathrm{k\Omega}.
$$

This is 19 % above the value for links at one end.

### (e) Numbers at 20 mV

For the original circuit the total current is

$$
I=\frac{20\ \mathrm{mV}}{1.425\ \mathrm{k\Omega}}=14.04\ \mathrm{\mu A}.
$$

The shares give sheet currents of 6.67, 4.21 and 3.16 µA from top to bottom. Multiplying by 3 kΩ gives sheet voltages of 20.00, 12.63 and 9.47 mV. The missing voltages are found in the links. The upper link carries $4.21+3.16=7.37\ \mathrm{\mu A}$ and drops 7.37 mV, which is the difference between 20.00 and 12.63 mV. The lower link drops 3.16 mV, which is the difference between 12.63 and 9.47 mV.

The supplied power is $20\ \mathrm{mV}\times14.04\ \mathrm{\mu A}\approx0.281\ \mathrm{\mu W}$. The links account for

$$
1\ \mathrm{k\Omega}\times\left[(7.37\ \mathrm{\mu A})^2+(3.16\ \mathrm{\mu A})^2\right]\approx0.064\ \mathrm{\mu W},
$$

or 23 % of the total. The remainder, 0.216 µW, is released in the sheets.

**What the third sheet contributes.** Without sheet 3 and its link, the circuit is $R$ in parallel with $R+r$, which is $12/7\approx1.714\ \mathrm{k\Omega}$. Adding sheet 3 at the bottom raises the conductance by the factor $1.714/1.425=1.203$, a gain of 20.3 %. With perfect links the gain would be 50 %. If instead the three sheets are kept and each link is lowered from 1 to 0.3 kΩ, the total falls from 1.425 to 1.152 kΩ, a conductance gain of 24 %. For these values of $R$ and $r$, and with feeding from the top, improving the links to that extent helps slightly more than adding the third sheet did.

### Comparison with a real transistor

Consider a narrow silicon n-channel device with rough typical dimensions: sheets 20 nm wide, 20 nm apart from centre to centre, and a doped source plug 10 nm long joining them. For a plug resistivity of $1\ \mathrm{m\Omega\,cm}$, the link resistance is

$$
r=\frac{(10^{-3}\ \mathrm{\Omega\,cm})(20\times10^{-7}\ \mathrm{cm})}{(20\times10^{-7}\ \mathrm{cm})(10\times10^{-7}\ \mathrm{cm})}=1\ \mathrm{k\Omega}.
$$

A better-doped plug of $0.3\ \mathrm{m\Omega\,cm}$ gives 0.3 kΩ, so the value in the problem describes a rather resistive plug. With 0.3 kΩ links and unchanged sheets, the shares are 38.4, 32.3 and 29.3 %, much closer to equality. The assumption of an ideal far end also fails in a device whose drain is contacted from the top; part (d) showed that this adds 19 % to the total when the links are 1 kΩ each. The metal contact has a resistance of its own. A rough contact resistivity of $10^{-9}\ \mathrm{\Omega\,cm^2}$ over the 20 nm by 10 nm top face of the plug gives 0.50 kΩ. One such contact raises the total of the original circuit to 1.925 kΩ, an increase of 35 %, and leaves the shares unchanged.

**Gate control.** Take the near ends as the source, so that in this n-channel device the conventional current runs from the far end to the near end, opposite to the sign chosen above; the ohmic results do not depend on the direction. The link drops then raise the source ends of the lower sheets by 7.37 and 10.53 mV. This reduces the gate overdrive there, which is the gate voltage in excess of threshold. For an overdrive of 400 mV, a square-law channel model that includes this effect gives a total of 1.458 kΩ, about 2 % above the ohmic result. The shares become 47.4, 30.0 and 22.6 %, so the bottom sheet gains slightly instead of losing. Two tendencies compete. The drain voltage raises the resistance of all three sheets, which lowers $r/R$ and evens out the currents; the extra loss of overdrive in the lower sheets acts the other way. Both effects are small at this bias, and the first is the stronger, so the shares become slightly more even. If the links lie on the drain side instead, the source ends lose no overdrive, and the same model gives 1.448 kΩ, with 47.1 % in the top sheet and 22.8 % in the bottom one.

**Temperature.** If the sheet resistance is taken as roughly proportional to absolute temperature and the links are held fixed, each sheet has 3.58 kΩ at 358 K instead of 3 kΩ at 300 K. The total rises by 15 % to 1.635 kΩ, and the shares become 45.7, 30.5 and 23.8 %. Self-heating is small at this bias: with a rough thermal resistance of 1 K/µW, it amounts to 0.28 K.

**Ballistic transport.** A narrow sheet has a finite resistance even without scattering, because it offers a limited number of transverse modes. For $10^{13}$ electrons per cm² in the two lowest valleys, with one subband in each, a zero-temperature estimate gives 7.1 modes and a ballistic resistance of

$$
\frac{h}{2e^2}\,\frac{1}{7.1}\approx1.8\ \mathrm{k\Omega}.
$$

The assumed 3 kΩ lies above this value, but in this estimate more than half of it is present even without scattering. The sheet should therefore be read as a two-terminal element with a measured ratio of voltage to current, not as a uniform bar with a resistivity. The temperature rule above is correspondingly crude: it scales the whole 3 kΩ with temperature, although such a rule is meant for the part caused by scattering. If the scattering part is proportional to temperature, the rule overstates the rise. If that part grows roughly as the square of the temperature or faster, as phonon scattering can, the rule can be about right or too low, and the ballistic part itself grows by a few per cent. The mode count is itself an estimate, since the Fermi energy of 63 meV is only about 2.4 times the thermal energy of 25.9 meV at 300 K; at that temperature and the same density the one-subband model gives about 6.5 modes and 2.0 kΩ. It also leaves out higher subbands, which can be occupied in a sheet several nanometres thick; they add modes and can lower the ballistic resistance, to about 1.6 to 1.7 kΩ at 300 K for hard-wall wells 5 to 7 nm thick.

**Range of Ohm's law.** At 20 mV the mean electron velocity in the top sheet is about $2\times10^6$ cm/s, a fifth of the rough saturation velocity of $10^7$ cm/s. In the upper link, with $10^{20}$ electrons per cm³, it is about $2\times10^5$ cm/s. The field in that link is 0.0037 MV/cm; in the top sheet it is larger, about 0.013 MV/cm for a channel 15 nm long. Both lie far below the rough 0.3 MV/cm breakdown field of lightly doped silicon. A velocity of a fifth of saturation implies a departure from Ohm's law of between about 2 % and 17 %, depending on the saturation law assumed, while a ballistic sheet at fixed charge departs by less than 1 %. A linear circuit is a reasonable first description at this bias. It should not be carried over to the full supply voltage, where the channels saturate and the sheet current is no longer proportional to the voltage across the sheet.

The circuit also leaves out the spreading of current inside the plug and any differences between the sheets. Both can change the shares, and neither has been estimated here. The computed values are collected in the numerical output below.

## Computed results

```
Sheet R = 3.0 kohm, link r = 1.0 kohm
Fold 1, bottom sheet plus link: 4 kohm
Fold 2, parallel with middle sheet: 12/7 = 1.7143 kohm
Fold 3, plus upper link: 19/7 = 2.7143 kohm
Total resistance: 57/40 = 1.4250 kohm
Shares top/middle/bottom: 47.5 / 30.0 / 22.5 %
Ideal links, total: 1.000 kohm
Wrong answer with private links: 1.277 kohm
Two sheets only, total: 1.714 kohm
Conductance gain from third sheet: 20.3 % (ideal links 50.0 %)
Extra entry link, total: 2.425 kohm
Links at both ends, total: 1.691 kohm
Links at both ends, shares: 56.4 / 27.3 / 16.4 %
Least-heat search, shares of top and middle: 0.4750, 0.3000
Applied voltage: 20.0 mV; total current: 14.04 uA
Sheet currents: 6.67 / 4.21 / 3.16 uA
Sheet voltages: 20.00 / 12.63 / 9.47 mV
Link currents, upper/lower: 7.37 / 3.16 uA
Heat in sheets: 0.2164 uW; in links: 0.0643 uW; sum: 0.2807 uW
Rough geometry: width 20, pitch 20, plug length 10 nm
Link from plug of 1.0 mohm cm: 1.00 kohm
Link from plug of 0.3 mohm cm: 0.30 kohm
Better plug, total: 1.152 kohm; shares: 38.4 / 32.3 / 29.3 %
Contact resistivity: 1.0e-09 ohm cm2; contact: 0.50 kohm
Total with contact: 1.925 kohm
Gate overdrive: 400 mV
Square-law channels, total: 1.458 kohm; shares: 47.4 / 30.0 / 22.6 %
At 358 K, sheet: 3.58 kohm; total: 1.635 kohm
At 358 K, shares: 45.7 / 30.5 / 23.8 %
Self-heating at 1.0 K/uW: 0.28 K
Sheet electron density: 1.0e+13 cm^-2
Modes per sheet: 7.1; ballistic floor: 1.81 kohm
Fermi energy: 63 meV; kT at 300 K: 25.9 meV
Mean electron velocity, top sheet: 2.1e+06 cm/s
Plug doping: 1.0e+20 cm^-3; velocity in upper link: 2.3e+05 cm/s
Field in upper link: 0.0037 MV/cm
```
